# How to enter surviving lines in a lognormal electromigration fit: test program

```python
"""Right-censored lognormal fit for electromigration tests stopped at a preset time.

Result under test: with y = ln(t/stop) for the failures, theta = 1/sigma and
eta = (mu - ln stop)/sigma, the censored likelihood is strictly concave and its
maximum is the single root of a decreasing function of eta.  Discarding the
survivors shifts the mean log-median by -sigma*phi(c)/Phi(c), where
c = (ln stop - mu)/sigma; phi and Phi are the normal density and distribution.
Symbols: mu = ln(median), sigma = standard deviation of ln(lifetime),
r = number of failures, m = number of survivors, s1 = sum y, s2 = sum y^2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize
from scipy.special import log_ndtr
from scipy.stats import lognorm, norm, weibull_min


def summarise(times, stop):
    """Counts and log-time sums of the failures, along the last axis."""
    y = np.log(times / stop)
    failed = y <= 0
    y = np.where(failed, y, 0.0)
    r = failed.sum(axis=-1)
    return r, times.shape[-1] - r, y.sum(axis=-1), (y**2).sum(axis=-1)


def profile_slope(eta, r, m, s1, s2):
    """Slope of the profile log-likelihood in eta, and the best theta there."""
    q = eta * s1
    theta = (q + np.sqrt(q**2 + 4 * r * s2)) / (2 * s2)
    ratio = np.exp(norm.logpdf(eta) - log_ndtr(eta))
    return theta * s1 - r * eta + m * ratio, theta


def fit_censored(r, m, s1, s2, stop):
    """Bisection for one test or for an array of tests: returns mu, sigma, eta."""
    high = 0.8 * m / r
    low = -np.ones_like(high)
    for _ in range(60):
        bad = profile_slope(low, r, m, s1, s2)[0] <= 0
        if not np.any(bad):
            break
        low = np.where(bad, 2 * low, low)
    assert np.all(profile_slope(low, r, m, s1, s2)[0] > 0)
    for _ in range(60):
        middle = 0.5 * (low + high)
        positive = profile_slope(middle, r, m, s1, s2)[0] > 0
        low = np.where(positive, middle, low)
        high = np.where(positive, high, middle)
    eta = 0.5 * (low + high)
    theta = profile_slope(eta, r, m, s1, s2)[1]
    return np.log(stop) + eta / theta, 1 / theta, eta


def information(c):
    """Expected information per line, times sigma^2: mu-mu, mu-sigma, sigma-sigma."""
    dens, cdf = norm.pdf(c), norm.cdf(c)
    h = np.exp(norm.logpdf(c) - log_ndtr(-c))
    bracket = c * (h - c) - 1
    return cdf + dens * (h - c), dens * bracket, 2 * cdf + c * dens * bracket


def standard_errors(c, sigma, n, z):
    """Standard errors of mu, of sigma and of mu + z*sigma."""
    a, b, d = information(c)
    scale = sigma**2 / (n * (a * d - b**2))
    return (np.sqrt(scale * d), np.sqrt(scale * a),
            np.sqrt(scale * (d - 2 * z * b + z**2 * a)))


def direct_loglik(median, spread, failures, survivors, stop):
    return (lognorm.logpdf(failures, spread, scale=median).sum()
            + survivors * lognorm.logsf(stop, spread, scale=median))


# Synthetic truth and test plan
true_median, true_sigma, stop, lines = 200.0, 0.5, 180.0, 40
true_mu = np.log(true_median)
z_low = norm.ppf(0.001)
true_low = np.exp(true_mu + z_low * true_sigma)
c = (np.log(stop) - true_mu) / true_sigma
print(f"truth: median {true_median:.0f} h, spread {true_sigma}, 0.1% life {true_low:.2f} h")
print(f"plan: {lines} lines, stop {stop:.0f} h, c = {c:.4f}, failed share {norm.cdf(c):.4f}")

# One data set, with times recorded to 0.1 h
rng = np.random.default_rng(20)
sample = np.round(np.exp(true_mu + true_sigma * rng.standard_normal(lines)), 1)
failures = np.sort(sample[sample <= stop])
r, m, s1, s2 = summarise(sample, stop)
print(f"one test: r = {r} failures, m = {m} survivors; failure times in h:")
for start in range(0, len(failures), 9):
    print("  " + " ".join(f"{t:.1f}" for t in failures[start:start + 9]))
print(f"S1 = {s1:.5f}, S2 = {s2:.5f}")
for eta_try in (-1.0, 0.0, 1.0):
    g_try, theta_try = profile_slope(eta_try, r, m, s1, s2)
    print(f"eta = {eta_try:4.1f}: theta = {theta_try:.4f}, g = {g_try:.4f}")
mu, sigma, eta = fit_censored(r, m, s1, s2, stop)
print(f"root eta = {eta:.5f}, theta = {1/sigma:.5f}")
se_mu, se_sigma, se_low = standard_errors(-eta, sigma, lines, z_low)
fit_low = np.exp(mu + z_low * sigma)
print(f"censored fit: median {np.exp(mu):.2f} h, spread {sigma:.4f}, 0.1% life {fit_low:.2f} h")
print(f"standard errors: ln median {se_mu:.4f}, spread {se_sigma:.4f}, ln 0.1% life {se_low:.4f}")
print(f"95% interval, median: {np.exp(mu-1.96*se_mu):.1f} to {np.exp(mu+1.96*se_mu):.1f} h")
print(f"95% interval, 0.1% life: {np.exp(fit_low*0+mu+z_low*sigma-1.96*se_low):.1f}"
      f" to {np.exp(mu+z_low*sigma+1.96*se_low):.1f} h")
drop_mu, drop_sigma = np.log(failures).mean(), np.log(failures).std()
print(f"survivors discarded: median {np.exp(drop_mu):.2f} h, spread {drop_sigma:.4f},"
      f" 0.1% life {np.exp(drop_mu+z_low*drop_sigma):.2f} h")

# Direct maximization of library densities from distant starts
for start_median, start_spread in ((60.0, 0.3), (1000.0, 2.0), (200.0, 1.0)):
    best = minimize(lambda p: -direct_loglik(np.exp(p[0]), np.exp(p[1]), failures, m, stop),
                    [np.log(start_median), np.log(start_spread)], method="Nelder-Mead",
                    options=dict(xatol=1e-8, fatol=1e-10, maxiter=3000))
    assert abs(best.x[0] - mu) < 1e-5 and abs(np.exp(best.x[1]) - sigma) < 1e-5
    assert best.x[0] > drop_mu and np.exp(best.x[1]) > drop_sigma

# Midpoint concavity in (theta, eta), evaluated from the library densities
def loglik_theta_eta(point):
    return direct_loglik(stop * np.exp(point[1] / point[0]), 1 / point[0], failures, m, stop)


for _ in range(200):
    p, q = (np.array([rng.uniform(0.2, 8), rng.uniform(-4, 4)]) for _ in range(2))
    assert loglik_theta_eta((p + q) / 2) > (loglik_theta_eta(p) + loglik_theta_eta(q)) / 2

# Moments of the failures alone: integration over time against closed forms
lam = norm.pdf(c) / norm.cdf(c)
shrink = np.sqrt(1 - c * lam - lam**2)
share = quad(lambda t: lognorm.pdf(t, true_sigma, scale=true_median), 0, stop)[0]
moments = [quad(lambda t: np.log(t / true_median)**k
                * lognorm.pdf(t, true_sigma, scale=true_median), 1e-6, stop)[0] / share
           for k in (1, 2)]
assert abs(moments[0] + true_sigma * lam) < 1e-6
assert abs(moments[1] - moments[0]**2 - (true_sigma * shrink)**2) < 1e-6
z_cross = -lam / (1 - shrink)
drop_limit = np.exp(true_mu - true_sigma * lam)
drop_low_limit = np.exp(true_mu - true_sigma * lam + z_low * true_sigma * shrink)
print(f"large-sample discard: lambda = {lam:.4f}, s = {shrink:.4f}, log bias {-true_sigma*lam:.4f}")
print(f"  median {drop_limit:.2f} h, spread {true_sigma*shrink:.4f}, 0.1% life {drop_low_limit:.2f} h")
print(f"  optimistic below z = {z_cross:.3f}, i.e. below the {100*norm.cdf(z_cross):.2f}% life")

# Expected information from finite-difference scores and integration
step = 1e-5
grid = np.linspace(true_mu - 10 * true_sigma, np.log(stop), 4001)


def scores(function):
    return [(function(true_mu + step, true_sigma) - function(true_mu - step, true_sigma)) / (2*step),
            (function(true_mu, true_sigma + step) - function(true_mu, true_sigma - step)) / (2*step)]


score_fail = scores(lambda a, b: norm.logpdf(grid, a, b))
score_live = scores(lambda a, b: norm.logsf(np.log(stop), a, b))
density = norm.pdf(grid, true_mu, true_sigma)
for value, (i, j) in zip(information(c), ((0, 0), (0, 1), (1, 1))):
    numeric = simpson(score_fail[i] * score_fail[j] * density, x=grid)
    numeric += norm.sf(c) * score_live[i] * score_live[j]
    assert abs(numeric * true_sigma**2 - value) < 1e-6
print("information x sigma^2 (mm, ms, ss): " + ", ".join(f"{v:.4f}" for v in information(c)))

# Repeated synthetic tests at four stop times
repeats = 20000
lifetimes = np.exp(true_mu + true_sigma * rng.standard_normal((repeats, lines)))
print(f"{repeats} synthetic tests of {lines} lines; geometric-mean medians in h")
print("stop/h  failed  discard-theory  discard-sim  censored-fit")
for stop_k in (150.0, 180.0, 300.0, 400.0):
    rk, mk, s1k, s2k = summarise(lifetimes, stop_k)
    keep = rk >= 2
    rk, mk, s1k, s2k = rk[keep], mk[keep], s1k[keep], s2k[keep]
    ck = np.log(stop_k / true_median) / true_sigma
    lam_k = norm.pdf(ck) / norm.cdf(ck)
    drop_k = np.log(stop_k) + s1k / rk
    drop_var = (s2k - s1k**2 / rk) / (rk - 1)
    mu_k, sigma_k, eta_k = fit_censored(rk, mk, s1k, s2k, stop_k)
    assert abs(drop_k.mean() - true_mu + true_sigma * lam_k) < 0.004
    expected_var = true_sigma**2 * (1 - ck * lam_k - lam_k**2)
    assert abs(drop_var.mean() / expected_var - 1) < 0.03
    assert np.exp(drop_k).mean() < true_median
    assert abs(mu_k.mean() - true_mu) < 0.15 * true_sigma * lam_k
    some = mk > 0
    assert np.all(mu_k[some] > drop_k[some])
    assert np.all(sigma_k[some]**2 > (s2k / rk - (s1k / rk)**2)[some])
    print(f"{stop_k:5.0f}   {norm.cdf(ck):.3f}   {np.exp(true_mu-true_sigma*lam_k):9.2f}"
          f"      {np.exp(drop_k.mean()):9.2f}    {np.exp(mu_k.mean()):9.2f}")
    if stop_k == stop:
        e_mu, _, e_low = standard_errors(-eta_k, sigma_k, lines, z_low)
        cover_mu = np.mean(abs(mu_k - true_mu) < 1.96 * e_mu)
        cover_low = np.mean(abs(mu_k + z_low*sigma_k - np.log(true_low)) < 1.96 * e_low)
        mean_sigma = sigma_k.mean()
assert 0.85 < cover_mu < 0.98 and 0.85 < cover_low < 0.98
print(f"stop 180 h: mean fitted spread {mean_sigma:.4f}; coverage of 95% intervals:"
      f" median {cover_mu:.3f}, 0.1% life {cover_low:.3f}")

# Ten times more lines: the discard bias stays, the censored fit converges
many = 400
big = np.exp(true_mu + true_sigma * rng.standard_normal((4000, many)))
rb, mb, s1b, s2b = summarise(big, stop)
mu_b, sigma_b, _ = fit_censored(rb, mb, s1b, s2b, stop)
drop_b = np.log(stop) + s1b / rb
drop_sd_b = np.sqrt(s2b / rb - (s1b / rb)**2)
theory_se = standard_errors(c, true_sigma, many, z_low)
assert abs(mu_b.mean() - true_mu) < 0.005 and abs(sigma_b.mean() - true_sigma) < 0.005
assert abs(drop_b.mean() - np.log(drop_limit)) < 0.003
for spread_seen, spread_theory in zip(
        (mu_b.std(), sigma_b.std(), (mu_b + z_low * sigma_b).std()), theory_se):
    assert abs(spread_seen / spread_theory - 1) < 0.08
low_error = (drop_b + z_low * drop_sd_b).mean() - np.log(true_low)
assert low_error > 0 and abs(low_error - np.log(drop_low_limit / true_low)) < 0.02
z_ten = norm.ppf(0.10)
assert (drop_b + z_ten * drop_sd_b).mean() < true_mu + z_ten * true_sigma
print(f"{many} lines: log bias discard {drop_b.mean()-true_mu:.4f}, censored {mu_b.mean()-true_mu:.4f}")
print(f"  scatter of ln median: simulated {mu_b.std():.4f}, theory {theory_se[0]:.4f}")

# Few failures and a wide spread: the arithmetic mean in hours can be high
wide, few, c_wide = 2.0, 2, 3.0
mean_ratio = (np.exp(wide**2 / (2 * few**2)) * norm.cdf(c_wide - wide / few) / norm.cdf(c_wide))**few
check = (quad(lambda z: np.exp(z * wide / few) * norm.pdf(z), -12, c_wide)[0] / norm.cdf(c_wide))**few
assert abs(mean_ratio - check) < 1e-6 and mean_ratio > 1
print(f"counterexample sigma={wide:.0f}, r={few}, c={c_wide:.0f}: mean discard/true median {mean_ratio:.3f}")

# Effects left out, sized for rough Al-line values
k_ev = constants.k / constants.e
temp, temp_use, drive, drive_use = 473.0, 373.0, 2.0, 0.5      # K, K, MA/cm2, MA/cm2
activation, exponent = 0.6, 2.0                                # eV, dimensionless


def black_log_life(current, kelvin, energy, power):
    return -power * np.log(current) + energy / (k_ev * kelvin)


def log_gain(energy, power):
    return (black_log_life(drive_use, temp_use, energy, power)
            - black_log_life(drive, temp, energy, power))


print(f"Al, rough: {temp:.0f} K, {drive} MA/cm2, Ea {activation} eV, exponent {exponent:.0f}")
oven_sd = 2.0
oven_log = activation * oven_sd / (k_ev * temp**2)
print(f"oven scatter {oven_sd:.0f} K: log-life scatter {oven_log:.4f},"
      f" spread {true_sigma} -> {np.hypot(true_sigma, oven_log):.4f}")
resistivity, thickness, oxide, conductivity = 4.7e-8, 0.5e-6, 1.0e-6, 1.2   # SI units
heating = (drive * 1e10)**2 * resistivity * thickness * oxide / conductivity
heat_log = (black_log_life(drive, temp, activation, exponent)
            - black_log_life(drive, temp + heating, activation, exponent))
print(f"Joule input: {resistivity*1e8:.1f} uOhm cm, metal {thickness*1e9:.0f} nm,"
      f" oxide {oxide*1e9:.0f} nm, {conductivity} W/(m K)")
print(f"Joule heating, no lateral spreading: {heating:.2f} K, life factor {np.exp(-heat_log):.3f}")
readout = 4.0
mu_r = fit_censored(*summarise(np.ceil(big / readout) * readout, stop), stop)[0]
read_shift = (mu_r - mu_b).mean()
assert abs(read_shift) < theory_se[0] * np.sqrt(many / lines)
print(f"readout every {readout:.0f} h, late time recorded: ln median shift {read_shift:.4f}")
early_share, early_median = 0.02, 40.0
count = 400000
centres = np.where(rng.random(count) < early_share, np.log(early_median), true_mu)
mixed = np.exp(centres + true_sigma * rng.standard_normal(count))
mu_m, sigma_m, _ = fit_censored(*summarise(mixed, stop), stop)
mixed_low = brentq(lambda t: early_share * lognorm.cdf(t, true_sigma, scale=early_median)
                   + (1 - early_share) * lognorm.cdf(t, true_sigma, scale=true_median) - 0.001, 1, 150)
assert np.exp(mu_m + z_low * sigma_m) > mixed_low
print(f"{100*early_share:.0f}% early failures (median {early_median:.0f} h): 0.1% life true"
      f" {mixed_low:.2f} h, single fit {np.exp(mu_m+z_low*sigma_m):.2f} h")
weib = minimize(lambda p: -(weibull_min.logpdf(failures, np.exp(p[1]), scale=np.exp(p[0])).sum()
                            + m * weibull_min.logsf(stop, np.exp(p[1]), scale=np.exp(p[0]))),
                [np.log(stop), np.log(2.0)], method="Nelder-Mead",
                options=dict(xatol=1e-8, fatol=1e-10, maxiter=3000))
weib_low = weibull_min.ppf(0.001, np.exp(weib.x[1]), scale=np.exp(weib.x[0]))
gain = direct_loglik(np.exp(mu), sigma, failures, m, stop) + weib.fun
assert weib_low < fit_low
print(f"Weibull fit of the one test: 0.1% life {weib_low:.2f} h; lognormal ln L lead {gain:.3f}")
base = log_gain(activation, exponent)
print(f"use at {temp_use:.0f} K, {drive_use} MA/cm2: life factor {np.exp(base):.1f},"
      f" median {true_median*np.exp(base)/8766:.2f} years")
print(f"  Ea lower by 0.05 eV: life x {np.exp(log_gain(activation-0.05, exponent)-base):.3f};"
      f" exponent 1: life x {np.exp(log_gain(activation, 1.0)-base):.3f}")
length_cm, threshold = 0.05, 3000.0
print(f"Blech threshold {threshold:.0f} A/cm, line {length_cm*1e4:.0f} um: share of drive"
      f" {threshold/(drive*1e6*length_cm):.3f} in test, {threshold/(drive_use*1e6*length_cm):.3f} in use")
print("PASS")
```

Output:

```
truth: median 200 h, spread 0.5, 0.1% life 42.66 h
plan: 40 lines, stop 180 h, c = -0.2107, failed share 0.4166
one test: r = 22 failures, m = 18 survivors; failure times in h:
  53.3 55.9 60.6 84.8 98.0 99.0 108.9 109.7 116.1
  121.4 126.6 127.5 131.3 139.3 139.3 145.2 147.2 156.6
  159.2 167.1 177.4 177.8
S1 = -9.56784, S2 = 6.77323
eta = -1.0: theta = 2.6420, g = 24.1742
eta =  0.0: theta = 1.8022, g = -2.8817
eta =  1.0: theta = 1.2294, g = -28.5859
root eta = -0.10766, theta = 1.87989
censored fit: median 169.98 h, spread 0.5319, 0.1% life 32.85 h
standard errors: ln median 0.0993, spread 0.0892, ln 0.1% life 0.2542
95% interval, median: 139.9 to 206.5 h
95% interval, 0.1% life: 20.0 to 54.1 h
survivors discarded: median 116.52 h, spread 0.3446, 0.1% life 40.17 h
large-sample discard: lambda = 0.9367, s = 0.5657, log bias -0.4683
  median 125.21 h, spread 0.2828, 0.1% life 52.24 h
  optimistic below z = -2.157, i.e. below the 1.55% life
information x sigma^2 (mm, ms, ss): 0.7597, -0.4625, 0.9306
20000 synthetic tests of 40 lines; geometric-mean medians in h
stop/h  failed  discard-theory  discard-sim  censored-fit
  150   0.283      109.95         109.95       201.00
  180   0.417      125.21         125.11       200.90
  300   0.791      166.81         166.74       200.20
  400   0.917      184.03         183.90       200.00
stop 180 h: mean fitted spread 0.4934; coverage of 95% intervals: median 0.945, 0.1% life 0.914
400 lines: log bias discard -0.4683, censored 0.0001
  scatter of ln median: simulated 0.0346, theory 0.0343
counterexample sigma=2, r=2, c=3: mean discard/true median 2.603
Al, rough: 473 K, 2.0 MA/cm2, Ea 0.6 eV, exponent 2
oven scatter 2 K: log-life scatter 0.0622, spread 0.5 -> 0.5039
Joule input: 4.7 uOhm cm, metal 500 nm, oxide 1000 nm, 1.2 W/(m K)
Joule heating, no lateral spreading: 7.83 K, life factor 0.787
readout every 4 h, late time recorded: ln median shift -0.0015
2% early failures (median 40 h): 0.1% life true 17.57 h, single fit 31.07 h
Weibull fit of the one test: 0.1% life 16.43 h; lognormal ln L lead 0.157
use at 373 K, 0.5 MA/cm2: life factor 828.0, median 18.89 years
  Ea lower by 0.05 eV: life x 0.720; exponent 1: life x 0.250
Blech threshold 3000 A/cm, line 500 um: share of drive 0.030 in test, 0.120 in use
PASS
```
